**Copper ion drift in an alternating field of zero mean**

The program tests the net velocity (2/3) v0 sinh x (cosh x − 1) of ions that hop by the sinh law while the field is +2E for one third of each period and −E for two thirds. Here x = qaE/(2kT) and v0 = 2aν exp(−Ea/kT), with charge q, hop length a, attempt frequency ν, barrier Ea and temperature T. It asserts that a master equation on a lattice gives this velocity and the predicted spread for periods of 300 s and 3 s. It also compares the sinh law with overdamped motion in a cosine potential, and the weak-field cubic law with averages over other waveforms. Further assertions cover the constant field that stops the drift, the pile-up between blocking electrodes and the harmonic-mean rule for unequal barriers. For the round model values, the ions move 1.88 nm forward and 1.51 nm back per period, a net 0.37 nm. The output also shows that an opposing field of 0.058 MV/cm stops the drift, and that the net fraction depends strongly on the assumed hop length.

## Numerical check

```python
# Result under test: ions that hop by the sinh law drift forward under a field
# of zero mean, +2E for 1/3 of each period and -E for 2/3 of it:
#   v_net = (2/3) v0 sinh(x) (cosh(x) - 1),   x = q a E / (2 k T),
#   v0 = 2 a G0,   G0 = nu exp(-Ea / k T).
# a: hop length, Ea: barrier, nu: attempt frequency, T: temperature,
# E: field of the weak phase, q: one elementary charge.
# Internal units: nm, eV, s, K; fields in MV/cm (1 MV/cm = 0.1 V/nm).
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import norm

k_B = const.k / const.e
V_PER_NM = 0.1                     # one MV/cm expressed in V/nm
hop_length = 1.0
barrier = 1.2
attempt_frequency = 1e12
temperature = 150.0 + const.zero_Celsius
weak_field = 0.5
period = 300.0
film = 100.0
permittivity = 3.0
kT = k_B * temperature
phases = [(2 * weak_field, 1 / 3), (-weak_field, 2 / 3)]


def hop_rates(field, temp=temperature):
    """Forward and backward rates from the tilted barrier, per second."""
    half_drop = hop_length * field * V_PER_NM / 2
    up = attempt_frequency * np.exp(-(barrier - half_drop) / (k_B * temp))
    down = attempt_frequency * np.exp(-(barrier + half_drop) / (k_B * temp))
    return up, down


def velocity(field, temp=temperature):
    up, down = hop_rates(field, temp)
    return hop_length * (up - down)


def period_map(cycle, sites, bond_factor=None, ring=False):
    """Propagator over one period; the last row counts net forward hops."""
    factor = np.ones(sites) if bond_factor is None else bond_factor
    total = np.eye(sites + 1)
    for field, share in phases:
        up, down = hop_rates(field)
        forward = up * factor
        backward = down * np.roll(factor, 1)
        if not ring:
            forward[-1] = 0.0
            backward[0] = 0.0
        gen = np.zeros((sites + 1, sites + 1))
        for i in range(sites):
            gen[(i + 1) % sites, i] += forward[i]
            gen[(i - 1) % sites, i] += backward[i]
            gen[i, i] -= forward[i] + backward[i]
            gen[sites, i] = forward[i] - backward[i]
        total = expm(gen * share * cycle) @ total
    return total


def cosine_well_speed(field, points=400):
    """Overdamped drift in a tilted cosine potential, in units of D/a."""
    z = np.arange(points) / points
    well = -(barrier / 2) * np.cos(2 * np.pi * z) / kT
    tilt = hop_length * field * V_PER_NM / kT
    double = sum(np.exp(well - np.roll(well, s) - tilt * s / points).sum()
                 for s in range(points)) / points**2
    return (1 - np.exp(-tilt)) / double


# Derived formulas
x = hop_length * weak_field * V_PER_NM / (2 * kT)
G0 = attempt_frequency * np.exp(-barrier / kT)
v0 = 2 * hop_length * G0
v_net = (2 / 3) * v0 * np.sinh(x) * (np.cosh(x) - 1)
net_fraction = 1 - 1 / np.cosh(x)
mean_cosh = (np.cosh(2 * x) + 2 * np.cosh(x)) / 3
variance_rate = 2 * hop_length**2 * G0 * mean_cosh
b = np.arctanh((np.sinh(2 * x) - 2 * np.sinh(x))
               / (np.cosh(2 * x) + 2 * np.cosh(x)))
stop_field = b * 2 * kT / (hop_length * V_PER_NM)
pile_up = hop_length / (2 * b)

# The mean field vanishes
mean_field = sum(f * s for f, s in phases)
assert abs(mean_field) < 1e-14

# Master equation on a long lattice, long and short periods, same total time
sites, elapsed = 201, 6000.0
position = np.arange(sites) - sites // 2
for cycle in (period, period / 100):
    count = int(round(elapsed / cycle))
    state = np.linalg.matrix_power(period_map(cycle, sites), count)
    state = state[:, sites // 2]
    prob = state[:sites]
    mean = prob @ position
    var = prob @ position**2 - mean**2
    assert abs(mean * hop_length / (v_net * elapsed) - 1) < 1e-6
    assert abs(var * hop_length**2 / (variance_rate * elapsed) - 1) < 1e-6

# Distances in the two phases and the net fraction
forward_nm = velocity(2 * weak_field) * period / 3
backward_nm = -velocity(-weak_field) * period * 2 / 3
net_nm = forward_nm - backward_nm
assert abs(net_nm / forward_nm - net_fraction) < 1e-10

# Sinh law against continuous motion in a cosine potential. The plain law
# omits the displacement of well and saddle, a correction of about 1 percent.
speed_ratio = cosine_well_speed(2 * weak_field) / cosine_well_speed(weak_field)
assert abs(speed_ratio / (2 * np.cosh(x)) - 1) < 0.02


def saddle_factor(field):
    f = hop_length * field * V_PER_NM / (np.pi * barrier)
    root = np.sqrt(1 - f * f)
    return root * np.exp(-barrier * (root + f * np.arcsin(f) - 1) / kT)


corrected = (2 * np.cosh(x) * saddle_factor(2 * weak_field)
             / saddle_factor(weak_field))
assert abs(speed_ratio / corrected - 1) < 1e-3
cosine_fraction = 1 - 2 / speed_ratio

# Weak-field cubic law and other waveforms of zero mean
small = 0.01
x_small = x * small / weak_field
small_net = velocity(2 * small) / 3 + velocity(-small) * 2 / 3
assert abs(small_net / (v0 * x_small**3 / 3) - 1) < 1e-3
angle = 2 * np.pi * np.arange(128) / 128
sine_net = velocity(weak_field * np.sin(angle)).mean()
assert abs(sine_net) < 1e-12 * v0
two_tone = small * (np.cos(angle) + 0.5 * np.cos(2 * angle))
assert abs(two_tone.mean()) < 1e-15
third_moment = 0.75 * 0.5 * x_small**3
assert abs(velocity(two_tone).mean() / (v0 * third_moment / 6) - 1) < 1e-3

# Constant opposing field that stops the drift, found as a root
root_field = brentq(lambda e: sum(s * velocity(f - e) for f, s in phases),
                    0.0, weak_field, xtol=1e-14)
assert abs(root_field / stop_field - 1) < 1e-8

# Blocked film: periodic state and its interior growth per site
for cycle, doublings in ((period, 14), (period / 100, 20)):
    blocked = np.linalg.matrix_power(period_map(cycle, 60), 2**doublings)
    profile = blocked[:60, 30]
    growth = np.log(profile[40] / profile[20]) / 20
    assert abs(growth / (2 * b) - 1) < 1e-3

# Unequal barriers between equal wells: harmonic mean of the rates
spread_eV = 0.05
quantiles = norm.ppf((np.arange(40) + 0.5) / 40)
shifts = quantiles / quantiles.std() * spread_eV
shifts = np.random.default_rng(3).permutation(shifts)
bond_factor = np.exp(-shifts / kT)
harmonic = 1 / np.mean(1 / bond_factor)
ring_map = period_map(period, 40, bond_factor, ring=True)
ring_state = np.linalg.matrix_power(ring_map, 2**14)[:40, 0]
ring_state = ring_state / ring_state.sum()
ring_hops = ring_map[40, :40] @ ring_state
assert abs(ring_hops * hop_length / (harmonic * v_net * period) - 1) < 1e-6

# Example results
shift_time = film / v_net
spread = np.sqrt(variance_rate * shift_time)
work_forward = 2 * weak_field * V_PER_NM * forward_nm
work_backward = weak_field * V_PER_NM * backward_nm


def fraction_at(argument):
    return 1 - 1 / np.cosh(argument)


# Sizes of neglected effects
local_factor = (permittivity + 2) / 3
eps = permittivity * const.epsilon_0
stop_SI = stop_field * 1e8
image_nm = np.sqrt(const.e / (16 * np.pi * eps * stop_SI)) * 1e9
sheet = eps * stop_SI / const.e * 1e-4
warm_net = (velocity(2 * weak_field, temperature + 1) / 3
            + velocity(-weak_field) * 2 / 3)
leakage, thermal_resistance = 1e-6, 1.0       # A/cm2 and K cm2/W, rough
heating = (leakage * 2 * weak_field * V_PER_NM * film) * thermal_resistance
breakdown = 5.0                               # MV/cm, rough
tunnel_T = const.h * attempt_frequency / (2 * np.pi * const.k)

print("INPUTS (round model values)")
print(f"hop length a = {hop_length:.1f} nm")
print(f"barrier Ea = {barrier:.2f} eV")
print(f"attempt frequency nu = {attempt_frequency:.1e} 1/s")
print(f"temperature T = {temperature:.2f} K")
print(f"strong-phase field 2E = {2 * weak_field:.2f} MV/cm")
print(f"weak-phase field E = {weak_field:.2f} MV/cm")
print(f"period = {period:.0f} s")
print(f"film thickness = {film:.0f} nm")
print(f"relative permittivity = {permittivity:.1f}")
print("DRIFT")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"x = {x:.4f} (no unit)")
print(f"sinh x = {np.sinh(x):.4f}, cosh x = {np.cosh(x):.4f} (no unit)")
print(f"zero-field hop rate G0 = {G0:.4e} 1/s")
print(f"v0 = {v0:.4e} nm/s")
print(f"velocity in strong phase = {velocity(2 * weak_field):.4e} nm/s")
print(f"velocity in weak phase = {velocity(-weak_field):.4e} nm/s")
print(f"forward distance per period = {forward_nm:.4f} nm")
print(f"backward distance per period = {backward_nm:.4f} nm")
print(f"net distance per period = {net_nm:.4f} nm")
print(f"net fraction of forward distance = {net_fraction:.4f}")
print(f"net velocity = {v_net:.4e} nm/s")
print(f"cubic estimate of net velocity = {v0 * x**3 / 3:.4e} nm/s")
print(f"time for mean shift of one film = {shift_time:.3e} s")
print(f"same time = {shift_time / 3600:.1f} h")
print(f"rms spread by then = {spread:.1f} nm")
print(f"work by field, strong phase = {work_forward:.4f} eV per period")
print(f"work by field, weak phase = {work_backward:.4f} eV per period")
print(f"b = {b:.4f} (no unit)")
print(f"stopping field = {stop_field:.4f} MV/cm")
print(f"pile-up length in blocked film = {pile_up:.2f} nm")
for field in (0.05, 0.2, 1.0):
    part = fraction_at(x * field / weak_field)
    print(f"net fraction at E = {field:.2f} MV/cm: {part:.5f}")
print("NEGLECTED EFFECTS")
print(f"net fraction in cosine well = {cosine_fraction:.4f}")
print(f"net fraction for a = 0.5 nm: {fraction_at(x * 0.5 / hop_length):.4f}")
print(f"Lorentz local-field factor = {local_factor:.3f}")
print(f"net fraction with that factor = {fraction_at(x * local_factor):.4f}")
print(f"barrier spread (rms) assumed = {spread_eV:.2f} eV")
print(f"speed factor from that spread = {harmonic:.3f}")
print(f"offset voltage that stops drift = {stop_field * V_PER_NM * film:.3f} V")
print(f"image field equals stopping field at {image_nm:.2f} nm")
print(f"sheet of ions giving stopping field = {sheet:.2e} 1/cm2")
print(f"net velocity, strong phase 1 K warmer = {warm_net:.4e} nm/s")
print(f"leakage assumed = {leakage:.0e} A/cm2")
print(f"thermal resistance assumed = {thermal_resistance:.1f} K cm2/W")
print(f"leakage heating in strong phase = {heating:.1e} K")
print(f"rough breakdown field assumed = {breakdown:.0f} MV/cm")
print(f"peak field / breakdown field = {2 * weak_field / breakdown:.2f}")
print(f"tunnelling crossover temperature = {tunnel_T:.1f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (round model values)
hop length a = 1.0 nm
barrier Ea = 1.20 eV
attempt frequency nu = 1.0e+12 1/s
temperature T = 423.15 K
strong-phase field 2E = 1.00 MV/cm
weak-phase field E = 0.50 MV/cm
period = 300 s
film thickness = 100 nm
relative permittivity = 3.0
DRIFT
thermal energy kT = 0.03646 eV
x = 0.6856 (no unit)
sinh x = 0.7406, cosh x = 1.2444 (no unit)
zero-field hop rate G0 = 5.1030e-03 1/s
v0 = 1.0206e-02 nm/s
velocity in strong phase = 1.8811e-02 nm/s
velocity in weak phase = -7.5585e-03 nm/s
forward distance per period = 1.8811 nm
backward distance per period = 1.5117 nm
net distance per period = 0.3694 nm
net fraction of forward distance = 0.1964
net velocity = 1.2314e-03 nm/s
cubic estimate of net velocity = 1.0964e-03 nm/s
time for mean shift of one film = 8.121e+04 s
same time = 22.6 h
rms spread by then = 35.6 nm
work by field, strong phase = 0.1881 eV per period
work by field, weak phase = 0.0756 eV per period
b = 0.0791 (no unit)
stopping field = 0.0577 MV/cm
pile-up length in blocked film = 6.32 nm
net fraction at E = 0.05 MV/cm: 0.00235
net fraction at E = 0.20 MV/cm: 0.03646
net fraction at E = 1.00 MV/cm: 0.52312
NEGLECTED EFFECTS
net fraction in cosine well = 0.1891
net fraction for a = 0.5 nm: 0.0560
Lorentz local-field factor = 1.667
net fraction with that factor = 0.4210
barrier spread (rms) assumed = 0.05 eV
speed factor from that spread = 0.409
offset voltage that stops drift = 0.577 V
image field equals stopping field at 4.56 nm
sheet of ions giving stopping field = 9.56e+10 1/cm2
net velocity, strong phase 1 K warmer = 1.7124e-03 nm/s
leakage assumed = 1e-06 A/cm2
thermal resistance assumed = 1.0 K cm2/W
leakage heating in strong phase = 1.0e-05 K
rough breakdown field assumed = 5 MV/cm
peak field / breakdown field = 0.20
tunnelling crossover temperature = 7.6 K
ALL CHECKS PASSED
```
